# Why the polar catastrophe grows logarithmically in a two-dimensional ribbon

## The size of the effect

Take a polarizable monolayer 100 nm wide, with fixed charges of $+0.04$ and $-0.04$ elementary charges per nanometre on its two edges. The calculated potential difference between the edges is 1.0 V. Stack identical layers into a thick slab, keeping the width, the charge per layer and the polarizability fixed, and it becomes 6.8 V. Make both ten times wider: the slab reaches 68 V and the ribbon 1.6 V.

The slab shows the usual polar catastrophe, a voltage proportional to width. The ribbon has a weaker one: once it is wide, its voltage grows only as the logarithm of the width. It still has no upper limit for an isolated ribbon, so in a wide enough ribbon moving charge between the edges eventually lowers the energy.

Formulas below use $4\pi\varepsilon_0=1$. To obtain volts, with charge in $e$ and length in nm, multiply by $k=e/(4\pi\varepsilon_0)=1.44$ V nm. The ribbon has width $W$, is much longer than it is wide, and stands in vacuum. The voltage $V$ is the potential of the positive edge minus that of the negative edge.

## Why a line of charge gives a logarithm

At distance $r$ from a long line with charge $\lambda$ per length, the components of the field along the line cancel. The perpendicular field is

$$E(r)=\lambda\int_{-\infty}^{\infty}\frac{r\,dz}{(r^2+z^2)^{3/2}}
=\lambda\left[\frac{z}{r\sqrt{r^2+z^2}}\right]_{-\infty}^{\infty}=\frac{2\lambda}{r}.$$

The flux spreads over a cylinder whose circumference grows with $r$, so the field falls as $1/r$. Between the edges both lines push a positive charge the same way. If each charge occupies a thin tube of radius $a$, the voltage between the tube surfaces is

$$V=\int_a^{W-a}\left(\frac{2\lambda}{s}+\frac{2\lambda}{W-s}\right)ds
=4\lambda\ln\frac{W-a}{a}\simeq4\lambda\ln\frac Wa .$$

A short length $a$ is unavoidable: the potential on a line of zero thickness is infinite. It fixes the additive constant, while the coefficient of $\ln W$ depends on $\lambda$ alone.

Real edge charges are discrete, with some spacing $b$. Their variation along the edge has wavenumbers $2\pi m/b$, and Laplace's equation makes the corresponding potentials decay roughly as $e^{-2\pi mr/b}$. A few spacings away, the continuous line is sufficient.

## From slab to ribbon in one formula

Now give each edge a facet of height $H=2h$ with uniform surface charge $\pm\sigma$, where $\sigma=\lambda/H$. For the moment the material between them does not polarize. A strip of height $dy$ is a line of charge $\sigma\,dy$, and its potential difference between a near and a far point is $2\sigma\,dy\,\ln(r_{\rm far}/r_{\rm near})$. Between the facet centres, the positive and negative facets contribute equally:

$$V=2\int_{-h}^{h}2\sigma\ln\frac{\sqrt{W^2+y^2}}{|y|}\,dy
=4\sigma\int_0^h\ln\left(1+\frac{W^2}{y^2}\right)dy .$$

Integrating by parts, with $\frac{d}{dy}\ln(1+W^2/y^2)=-2W^2/[y(y^2+W^2)]$, gives

$$V=4\sigma\left[h\ln\left(1+\frac{W^2}{h^2}\right)+2W\arctan\frac hW\right].$$

For $W\ll h$ the arctangent tends to $\pi/2$ and the first term is of order $W^2/h$, so $V\to4\pi\sigma W$, the slab law. For $W\gg h$ the bracket tends to $2h\ln(W/h)+2h$. Since $2h\sigma=\lambda$,

$$V\to4\lambda\left[\ln\frac Wh+1\right]=4\lambda\ln\frac{2eW}{H},$$

where $e$ inside the logarithm is the base of natural logarithms.

The derivative shows the cause. The terms $\pm2hW/(h^2+W^2)$ cancel, leaving

$$\frac{dV}{dW}=8\sigma\arctan\frac hW=4\sigma\Theta,\qquad \Theta=2\arctan\frac hW .$$

Here $\Theta$ is the angle that one facet subtends at the centre of the other. In a slab the opposite facet fills the view, $\Theta=\pi$, and every added nanometre costs the same voltage. In a ribbon the opposite edge shrinks to a thin line, $\Theta\simeq H/W$, and each added nanometre costs less than the one before.

## What the sheet's own polarization changes

A real sheet responds to the field. Let $\alpha$ be its in-plane polarizability, the dipole moment per area per unit field, and define the screening length $r_0=2\pi\alpha$. Put the positive edge at $x=W/2$ and the negative edge at $x=-W/2$. Fixed charges $\pm\lambda$ there are equivalent to a uniform polarization $\lambda$, so in linear, local response the total is

$$P(x)=\lambda+\alpha E(x),\qquad
E(x)=-2\,{\rm PV}\!\int\frac{P'(x')}{x-x'}\,dx' ,$$

because the charge density is $-P'$ and each element is a line charge. PV denotes the principal value.

If $P$ were nonzero at an edge, a concentrated line charge would remain there. Its diverging field would make $P$ diverge too, contradicting the assumed finite value. Hence $P=0$ at both edges. The charge spreads inward, and the field at the edge is $E=-\lambda/\alpha=-2\pi\lambda/r_0$.

### Solving for the voltage

Set $x=(W/2)\cos\theta$ and $P=\sum_n A_n\sin n\theta$. This vanishes at the edges, and symmetry about the middle leaves odd $n$. The field requires

$$I_n={\rm PV}\!\int_0^\pi\frac{\cos n\varphi\,d\varphi}{\cos\varphi-\cos\theta}
=\pi\frac{\sin n\theta}{\sin\theta}.$$

To prove this, put $u=\tan(\varphi/2)$ and $T=\tan(\theta/2)$. Then $I_0=(1+T^2)\,{\rm PV}\int_0^\infty du/(T^2-u^2)$. The antiderivative $\frac1{2T}\ln|(T+u)/(T-u)|$ vanishes at both ends and its contributions at the symmetric gap around $u=T$ cancel, so $I_0=0$. Writing $\cos\varphi=(\cos\varphi-\cos\theta)+\cos\theta$ gives $I_1=\pi$. Finally, $\cos(n+1)\varphi+\cos(n-1)\varphi=2\cos\varphi\cos n\varphi$ gives $I_{n+1}+I_{n-1}=2\cos\theta\,I_n$ for $n\ge1$, which the stated result satisfies.

With $x'=(W/2)\cos\varphi$, we have $P'dx'=\sum nA_n\cos n\varphi\,d\varphi$, and $\varphi$ runs from $\pi$ to 0. Reversing the limits and the denominator gives

$$E=-\frac{4\pi}{W}\sum_n nA_n\frac{\sin n\theta}{\sin\theta}.$$

Insert this in $P=\lambda+\alpha E$ and multiply by $\sin\theta$:

$$\sum_{n\ {\rm odd}}A_n\sin n\theta\left(\sin\theta+\frac{2r_0n}{W}\right)=\lambda\sin\theta .$$

The voltage is $-\int E\,dx$. The factor $\sin\theta$ in $dx$ cancels the denominator of $E$, and $\int_0^\pi\sin n\theta\,d\theta=2/n$ for odd $n$, so

$$V=2\pi\sum_n nA_n\frac2n=4\pi\sum_{n\ {\rm odd}}A_n .$$

Keeping 300 odd terms and imposing the equation for $A_n$ at 300 angles between 0 and $\pi/2$ gives a set of linear equations. The ribbon voltages quoted here come from solving them.

### Narrow and wide limits

For $W\ll r_0$ the first term in the parentheses can be dropped. Then $A_1=\lambda W/(2r_0)$, the other coefficients vanish, and

$$V=\frac{2\pi\lambda W}{r_0}.$$

A narrow ribbon therefore has a linear law too: the polarization almost cancels the edge charge and the field is nearly uniform.

For $W\gg r_0$ each edge behaves like the edge of a half-infinite sheet, where $r_0$ is the sole length. Its charge density has the form $(\lambda/r_0)f(s/r_0)$ at distance $s$ from the edge, with $\int_0^\infty f(u)\,du=1$. Far inside, $P\simeq\lambda-2\alpha\lambda/s$, so the density falls as $1/s^2$ and the average of $\ln s$ is finite. At the positive edge, its own charge contributes $-2\lambda(\ln r_0+\langle\ln u\rangle)$ and the other edge contributes $2\lambda\ln W$. The negative edge has the opposite potential. Thus

$$V\simeq4\lambda\left[\ln\frac W{r_0}+C\right],\qquad C=-\langle\ln u\rangle .$$

At $W=4000\,r_0$ the numerical solution gives $C\simeq1.57$. Polarization spreads the edge charge without changing its total, so it alters the constant and leaves the slope $4\lambda$ intact.

### Why stacking restores the linear law

In a stack with layer spacing $t$, the facets carry an average surface charge $P/t$. The flux cannot spread vertically, so $E=-4\pi P/t$. Substituting $P=\lambda+\alpha E$ gives $E(1+4\pi\alpha/t)=-4\pi\lambda/t$, hence

$$V_{\rm slab}=\frac{4\pi\lambda W}{t+2r_0}.$$

The same sheets, with the same charge per layer, now give a voltage linear in width. The difference lies in where the flux can go.

## How large it is

The example has $\lambda=0.04\,e$/nm, or $6.4\times10^{-12}$ C/m, with $r_0=5$ nm, $t=0.6$ nm, a gap $E_g=1$ eV, carrier masses of 0.15 electron masses and a temperature of 300 K. The slab field is

$$\frac{4\pi(0.04)(1.44)}{0.6+10}=0.068\ {\rm V/nm},$$

and a ribbon with $W\gg r_0$ gains $4(0.04)(1.44)=0.23$ V each time $W$ grows by a factor of 2.718.

| Width (nm) | Ribbon (V) | Slab (V) |
|---:|---:|---:|
| 3 | 0.18 | 0.20 |
| 10 | 0.42 | 0.68 |
| 30 | 0.71 | 2.05 |
| 100 | 1.02 | 6.8 |
| 1000 | 1.58 | 68 |

The two are close while $W$ is well below $r_0$ and separate as $W$ approaches and passes it; at $W=r_0$ the ribbon voltage is already about a quarter lower. At 100 nm the wide-ribbon formula gives $0.23(\ln20+1.57)=1.05$ V, about 3% above the full solution. A rigid edge of height 0.6 nm would give 1.57 V; polarization lowers this by spreading the charge.

When $eV$ reaches $E_g$, the valence edge at the negative side meets the conduction edge at the positive side. Moving electrons to the positive edge then becomes energetically favourable. This happens at 91 nm in the ribbon and 15 nm in the slab. Voltages well above 1 V, in the ribbon as in the slab, are thus extrapolations with the charge held fixed, not voltages that an equilibrated sample would sustain.

Because $V$ is proportional to $\lambda$, the largest edge charge compatible with the gap is, for a wide ribbon,

$$\lambda_{\max}\simeq\frac{E_g/e}{4k[\ln(W/r_0)+C]} .$$

It falls as $1/\ln W$, against $1/W$ in the slab. At 1000 nm the full solution allows $0.025\,e$/nm in the ribbon and $0.0006\,e$/nm per layer in the slab.

## How far to trust the threshold width

The logarithm that weakens the voltage also makes the threshold width sensitive. Solving the wide-ribbon formula for $W$ gives

$$W^*\simeq r_0\exp\left(\frac{E_g/e}{4k\lambda}-C\right).$$

A shift of 0.1 eV in the required voltage changes $W^*$ by a factor $e^{0.1/0.23}\simeq1.5$. The following corrections therefore matter.

**Confinement.** A carrier at the edge has a lowest level above the local band edge. Solving the Schrödinger equation by finite differences in the calculated potential, with a hard wall at the edge, gives 0.16 eV at $W=100$ nm. Doubling the mass normal to the edge lowers this to 0.14 eV. Including one such shift for electrons and one for holes moves the threshold from 91 to about 340 nm.

**Temperature.** Let $\Delta$ be the remaining energy between the electron and hole edge levels, with the Fermi level midway. For one level with spin, the thermal density is

$$n=\int_{-\infty}^{\infty}\frac{dq}{\pi}\,e^{-(\Delta/2+\hbar^2q^2/2m)/k_BT}
=2\sqrt{\frac{mk_BT}{2\pi\hbar^2}}\;e^{-\Delta/2k_BT}.$$

It reaches 1% of the edge charge at $\Delta=0.32$ eV. With confinement included, this occurs at about 96 nm for a single valley; two equivalent valleys would move it to about 83 nm. The closeness to 91 nm is a cancellation for these parameters, and it marks the onset of thermal compensation, not closure of the gap.

**Tunnelling and breakdown.** In a two-band estimate the tunnelling probability is $e^{-S}$, with $S=2\int\sqrt{2mu(E_g-u)/E_g}\,dx/\hbar$ and $u$ the energy measured from the local band edge. At the uncorrected thresholds $S$ is about 160 for the ribbon and 23 for the slab. Direct tunnelling across the ribbon is negligible, so an energetically allowed transfer may still need heat, light, defects or a contact. The edge field is 0.72 MV/cm, above the roughly 0.3 MV/cm at which bulk silicon breaks down. While $eV<E_g$, however, a carrier starting at a band edge cannot gain $E_g$ from the total drop, which excludes ordinary impact ionization in this model. Between 91 nm and the confinement-corrected threshold near 340 nm the drop exceeds the gap, and this argument no longer applies.

**Surroundings.** On a thick substrate of permittivity $\varepsilon_s$, fields in the sheet are divided by $\bar\varepsilon=(1+\varepsilon_s)/2$. This replaces $r_0$ by $r_0/\bar\varepsilon$ and divides the resulting voltage by $\bar\varepsilon$. For silica, $\varepsilon_s=3.9$, and the voltage at 100 nm falls from 1.02 to 0.51 V.

A grounded plane at distance $D$ adds image lines of opposite sign at depth $2D$. For narrow edge charges they change the voltage by

$$\delta V=-2\lambda\ln\left(1+\frac{W^2}{4D^2}\right).$$

For $W\gg D\gg r_0$ this cancels the growth, and $V$ saturates near $4\lambda[\ln(2D/r_0)+C]$. With $D=300$ nm, a solution including the sheet's response gives a shift of $-0.002$ V at $W=100$ nm and $-0.15$ V at 1000 nm.

**Length.** At the middle of a ribbon of length $L\gg W$, the missing line ends lower the voltage by $4\lambda W^2/L^2$, or 0.002 V for $W=100$ nm and $L=1000$ nm.

## Relation to a real monolayer

The gap and mass are round numbers in the rough regime of a tin selenide monolayer, an in-plane ferroelectric. The screening length corresponds to a layer permittivity $1+2r_0/t\approx18$, the size of the material's electronic response alone. Its bound edge charge is roughly $1\,e$/nm when the polarization points across the ribbon. The example's $0.04\,e$/nm is far below that: it assumes that adsorbates compensate 96% of the charge. Without compensation the model reaches the gap at 0.6 nm, about one unit cell, where a continuum description has failed. The weaker catastrophe does not make bare edges stable.

The assumption most exposed in a device is the fixed residual charge, since edge chemistry can change. A 10% reduction in $\lambda$ lowers $V$ by 10% but raises $W^*$ by a factor of about 1.55 in the full solution. The ferroelectric lattice also responds to a static field, and in a soft ferroelectric this response can exceed the electronic one several times over. At fixed $\lambda$ the ribbon voltage depends on $W/r_0$ alone, so the uncorrected threshold width grows in proportion to $r_0$. Doubling $r_0$ lowers the voltage at 100 nm from 1.02 to 0.84 V; $r_0=18$ nm, of the size suggested by the static permittivity of bulk tin selenide, gives 0.68 V and a threshold near 330 nm; $r_0=50$ nm gives 0.42 V and about 900 nm. The edge field $2\pi\lambda/r_0$ falls in the same proportion. Its value of 0.72 MV/cm at $r_0=5$ nm is comparable to or above the fields that switch such a ferroelectric, so the example's numbers describe a sheet with a rigid lattice, not tin selenide in equilibrium.

## What to do about it

For an isolated ribbon with $W\gg r_0$, reducing the residual edge charge is more effective than reducing the width. Halving $\lambda$ halves $V$; in the example, cutting $W$ from 100 to 30 nm lowers $V$ only from 1.02 to 0.71 V. A high-permittivity substrate also helps. A grounded plane helps appreciably only when it is much closer than $W$: for the 100 nm ribbon it lowers the voltage by about 2% at a distance of 100 nm and by about 18% at 20 nm across vacuum, and by about 2.5% and 21% of the thick-substrate value when silica fills the space. Stacking layers with their polarizations parallel does the opposite and brings back the linear law.

The same caution applies to supercells. Suppose the ribbon is repeated vertically at spacing $d$, with lateral copies absent. For narrow edge charges, a copy at distance $md$ adds $2\lambda\ln[1+W^2/(md)^2]$. For $d\gg W$, expanding the logarithm and summing the copies above and below gives

$$\delta V\simeq4\lambda\frac{W^2}{d^2}\sum_{m=1}^{\infty}\frac1{m^2}
=\frac{2\pi^2}{3}\,\lambda\frac{W^2}{d^2}.$$

With the example's charge and $d=5W$ this is 0.015 V; at $W=100$ nm the sheet's response reduces it to about 0.011 V. The vertical spacing must therefore be judged against the ribbon's width, not its thickness. If $d\ll W$, the calculation describes a slab.
